# The 1s Contraction of Mercury: Relativistic Estimate and Dirac Result: verification in Python

```python
"""
Contraction of the 1s state of a one-electron atom with a point nucleus.

Result under test, with g = sqrt(1 - (Z alpha)^2):
  relativistic circular orbit : radius / (a0/Z) = g, speed = Z alpha c
  mean radii, Dirac/Schroedinger : (2 g + 1)/3
  most probable radii and inverse mean inverse radii : ratio g
Symbols: Z nuclear charge number, alpha fine-structure constant,
a0 Bohr radius, x = Z r/a0, s = Z alpha, G and F the large and small
radial components. Dirac energies are in units of m c^2, with the
rest energy subtracted.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma as gamma_function

alpha = const.fine_structure
a0 = const.physical_constants["Bohr radius"][0]
c, hbar, mass = const.c, const.hbar, const.m_e
coulomb = const.e**2 / (4 * np.pi * const.epsilon_0)


def moment(n, p):
    """Integral of x^n exp(-p x^2) from zero to infinity."""
    return gamma_function((n + 1) / 2) / (2 * p**((n + 1) / 2))


def solve_orbit(Z):
    """Radius and speed from force balance and angular momentum hbar."""
    def speed(r):
        p = hbar / r
        return p * c**2 / np.sqrt((p * c)**2 + (mass * c**2)**2)

    def imbalance(r):
        return hbar * speed(r) / (Z * coulomb) - 1

    r = brentq(imbalance, 0.05 * a0 / Z, 3 * a0 / Z,
               xtol=1e-26, rtol=1e-13)
    return r, speed(r)


def solve_schroedinger():
    """Mean x and mean squared momentum, in units of (Z hbar/a0)^2."""
    a = 0.01 * 2.0**np.arange(20)
    p = a[:, None] + a[None, :]
    norm = 1 / np.sqrt(moment(2, 2 * a))
    nn = np.outer(norm, norm)
    overlap = nn * moment(2, p)
    kinetic = 0.5 * nn * (moment(0, p) - 2 * p * moment(2, p)
                          + 4 * np.outer(a, a) * moment(4, p))
    energies, vectors = eigh(kinetic - nn * moment(1, p), overlap)
    v = vectors[:, 0]
    return energies[0], v @ (nn * moment(3, p)) @ v, 2 * v @ kinetic @ v


def solve_dirac(Z):
    """Energy, mean x, mean 1/x and density maximum of the 1s state."""
    s = Z * alpha
    a = 0.01 * 2.0**np.arange(34)
    n = len(a)
    p = a[:, None] + a[None, :]
    norm_g = 1 / np.sqrt(moment(2, 2 * a))
    norm_f = 1 / np.sqrt(moment(4, 2 * a))
    gg, ff = np.outer(norm_g, norm_g), np.outer(norm_f, norm_f)
    zero = np.zeros((n, n))

    def blocks(power):
        # Matrix of x^power in the large and small component bases.
        return np.block([[gg * moment(2 + power, p), zero],
                         [zero, ff * moment(4 + power, p)]])

    overlap, inverse_x = blocks(0), blocks(-1)
    # (d/dx - 1/x) acting on x exp(-a x^2) gives -2 a x^2 exp(-a x^2).
    coupling = (-2 * s * np.outer(norm_f, norm_g * a) * moment(4, p))
    rest = np.block([[zero, coupling.T],
                     [coupling, -2 * ff * moment(4, p)]])
    energies, vectors = eigh(rest - s**2 * inverse_x, overlap)
    k = int(np.argmax(energies > -1))  # lowest state above the gap
    v = vectors[:, k]

    def minus_density(x):
        gauss = np.exp(-a * x**2)
        G = np.sum(v[:n] * norm_g * x * gauss)
        F = np.sum(v[n:] * norm_f * x**2 * gauss)
        return -(G**2 + F**2)

    peak = minimize_scalar(minus_density, bounds=(0.4, 1.5),
                           method="bounded", options={"xatol": 1e-8}).x
    return energies[k], v @ blocks(1) @ v, v @ inverse_x @ v, peak


# Analytic Dirac state inserted into both radial equations.
x, g = sp.symbols("x g", positive=True)
s_sym = sp.sqrt(1 - g**2)
G = x**g * sp.exp(-x)
F = -(1 - g) / s_sym * G
first = -s_sym**2 / x * G - s_sym * (sp.diff(F, x) + F / x) - (g - 1) * G
second = (s_sym * (sp.diff(G, x) - G / x)
          - (s_sym**2 / x + 2) * F - (g - 1) * F)
assert sp.simplify(sp.expand(first / G)) == 0
assert sp.simplify(sp.expand(second / G)) == 0

# Schroedinger state; tolerances cover the finite Gaussian basis.
energy_s, mean_s, p2_s = solve_schroedinger()
assert abs(energy_s + 0.5) < 1e-4
assert abs(mean_s - 1.5) < 5e-4
assert abs(p2_s - 1) < 5e-4

# Orbit and Dirac state for three charges. The density maximum has a
# wider tolerance because it is flat and the basis leaves small ripples.
table = []
for Z in (20, 50, 80):
    root = np.sqrt(1 - (Z * alpha)**2)
    r_orbit, v_orbit = solve_orbit(Z)
    energy_d, mean_d, inverse_d, peak_d = solve_dirac(Z)
    assert abs(r_orbit * Z / a0 - root) < 1e-7
    assert abs(v_orbit / (Z * alpha * c) - 1) < 1e-7
    assert abs(energy_d - (root - 1)) < 2e-5
    assert abs(mean_d / mean_s - (2 * root + 1) / 3) < 5e-4
    assert abs(inverse_d * root - 1) < 1e-3
    assert abs(peak_d - root) < 5e-3
    estimate = 1 - r_orbit * Z / a0
    exact = 1 - (2 * root + 1) / 3
    table.append((Z, estimate, exact, 1 - mean_d / mean_s))

# After the loop the variables belong to mercury, Z = 80.
unit = a0 / Z
pm = 1e12
print("INPUTS")
print(f"Nuclear charge number Z = {Z}")
print(f"Fine-structure constant alpha = {alpha:.8f}")
print(f"Bohr radius a0 = {a0 * pm:.4f} pm")
print(f"Speed of light c = {c:.6e} m/s")
print("ESTIMATE FOR MERCURY")
print(f"Z alpha = {Z * alpha:.4f}")
print(f"(Z alpha)^2 = {(Z * alpha)**2:.4f}")
print(f"Orbit speed, solved numerically = {v_orbit:.4e} m/s")
print(f"gamma = sqrt(1-(Z alpha)^2) = {root:.4f}")
print(f"Mass factor 1/gamma = {1 / root:.4f}")
print(f"Mass increase = {100 * (1 / root - 1):.2f} percent")
print(f"Nonrelativistic orbit radius a0/Z = {unit * pm:.4f} pm")
print(f"Relativistic orbit radius = {r_orbit * pm:.4f} pm")
print(f"Estimated contraction = {100 * estimate:.2f} percent")
print("MEAN RADII FOR MERCURY, ONE ELECTRON")
print(f"Schroedinger, formula = {1.5 * unit * pm:.4f} pm")
print(f"Schroedinger, diagonalized = {mean_s * unit * pm:.4f} pm")
print(f"Dirac, formula = {(root + 0.5) * unit * pm:.4f} pm")
print(f"Dirac, diagonalized = {mean_d * unit * pm:.4f} pm")
print(f"Exact ratio (2 gamma + 1)/3 = {(2 * root + 1) / 3:.4f}")
print(f"Diagonalized ratio = {mean_d / mean_s:.4f}")
print(f"Exact contraction of mean = {100 * exact:.2f} percent")
print(f"Exact / estimated contraction = {exact / estimate:.4f}")
print("OTHER MEASURES FOR MERCURY")
print(f"Dirac density maximum, formula = {root * unit * pm:.4f} pm")
print(f"Dirac density maximum, diagonalized = {peak_d * unit * pm:.3f} pm")
print(f"1/<1/r>, Dirac diagonalized = {unit * pm / inverse_d:.4f} pm")
print(f"Dirac (E - mc^2)/mc^2, formula = {root - 1:.5f}")
print(f"Dirac (E - mc^2)/mc^2, diagonalized = {energy_d:.5f}")
print(f"Schroedinger rms p/(Z hbar/a0) = {np.sqrt(p2_s):.4f}")
print("CONTRACTIONS IN PERCENT: Z, estimate, exact mean, diagonalized")
for charge, est, exa, num in table:
    print(f"{charge:3d} {100 * est:8.2f} {100 * exa:8.2f} {100 * num:8.2f}")
print("success")
```

Printed output:

```
INPUTS
Nuclear charge number Z = 80
Fine-structure constant alpha = 0.00729735
Bohr radius a0 = 52.9177 pm
Speed of light c = 2.997925e+08 m/s
ESTIMATE FOR MERCURY
Z alpha = 0.5838
(Z alpha)^2 = 0.3408
Orbit speed, solved numerically = 1.7502e+08 m/s
gamma = sqrt(1-(Z alpha)^2) = 0.8119
Mass factor 1/gamma = 1.2317
Mass increase = 23.17 percent
Nonrelativistic orbit radius a0/Z = 0.6615 pm
Relativistic orbit radius = 0.5371 pm
Estimated contraction = 18.81 percent
MEAN RADII FOR MERCURY, ONE ELECTRON
Schroedinger, formula = 0.9922 pm
Schroedinger, diagonalized = 0.9922 pm
Dirac, formula = 0.8678 pm
Dirac, diagonalized = 0.8678 pm
Exact ratio (2 gamma + 1)/3 = 0.8746
Diagonalized ratio = 0.8746
Exact contraction of mean = 12.54 percent
Exact / estimated contraction = 0.6667
OTHER MEASURES FOR MERCURY
Dirac density maximum, formula = 0.5371 pm
Dirac density maximum, diagonalized = 0.537 pm
1/<1/r>, Dirac diagonalized = 0.5371 pm
Dirac (E - mc^2)/mc^2, formula = -0.18809
Dirac (E - mc^2)/mc^2, diagonalized = -0.18809
Schroedinger rms p/(Z hbar/a0) = 1.0000
CONTRACTIONS IN PERCENT: Z, estimate, exact mean, diagonalized
 20     1.07     0.71     0.71
 50     6.89     4.60     4.60
 80    18.81    12.54    12.54
success
```
